# Counting Wilson-loop crossings for the Z2 invariant without inversion symmetry

A Kane-Mele insulator with a smallest direct gap of 0.479 eV is examined on a few lines across half its Brillouin zone. On each line the Wannier centres of the two occupied bands are computed, and one counts how often they cross a reference curve. If the half zone is cut into 1, 2 or 3 intervals, the count is 0 and the material looks trivial. With 4, 8, 16 or 32 intervals the count is 1 and it is a topological insulator. The centres themselves are accurate to a few times $10^{-5}$ of a cell. The fault lies in what happens between the lines. A bound on how fast a centre can move tells how many lines are enough.

## The model and the missing shortcut

Write $\mathbf k=\kappa_1\mathbf b_1+\kappa_2\mathbf b_2$ and $\theta_i=2\pi\kappa_i$. In the basis A↑, A↓, B↑, B↓ the honeycomb Hamiltonian has the blocks

$$H_{AA}=g\,s_z+\lambda_v=-H_{BB},\qquad H_{AB}=T_0+T_1e^{-i\theta_1}+T_2e^{-i\theta_2},$$
$$g=2\lambda_{SO}[\sin\theta_1+\sin(\theta_2-\theta_1)-\sin\theta_2],$$
$$T_j=t+i\lambda_R(s_xd_{jy}-s_yd_{jx}),$$

with unit bond vectors $d_0=(0,1)$, $d_{1}=(-\tfrac{\sqrt3}2,-\tfrac12)$ and $d_2=(\tfrac{\sqrt3}2,-\tfrac12)$. The parameters are round model values: $t=1$ eV, $\lambda_{SO}=\lambda_R=0.1$ eV, and a staggered energy $\lambda_v$ that is varied.

Time reversal is $\Theta=is_yK$, where $K$ is complex conjugation, so $\Theta^2=-1$. It reverses $s$ and $i$. The product $i\lambda_Rs$ is therefore unchanged, the phase factors go to those at $-\mathbf k$, and $g\,s_z$ is preserved because $g$ is odd. Hence $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$.

With an inversion $P$ obeying $P^2=1$ and $[P,\Theta]=0$, the antiunitary $P\Theta$ would map each $\mathbf k$ to itself and square to $-1$, making every level doubly degenerate. Here the two occupied levels at $(\kappa_1,\kappa_2)=(0.13,0.29)$ differ by 0.278 eV for $\lambda_v=0.2$ eV. Inversion is absent, and there are no parity eigenvalues from which to read the invariant.

## A loop that ignores the choice of states

Following the Berry phase of each energy band separately fails where occupied bands touch, as they must at time-reversal-invariant momenta. The whole occupied frame $u=(u_1,\dots,u_N)$ has to be carried along. On a line of fixed $\kappa_2$ with $N_1$ points, define

$$M_i=\langle u(k_i)|u(k_{i+1})\rangle,\quad \hat M_i=M_i(M_i^\dagger M_i)^{-1/2},\quad W=\hat M_0\hat M_1\cdots\hat M_{N_1-1}.$$

The mesh must be fine enough for each $M_i$ to be invertible. Under $u(k_i)\to u(k_i)U_i$, $M_i\to U_i^\dagger M_iU_{i+1}$ and $M_i^\dagger M_i\to U_{i+1}^\dagger M_i^\dagger M_iU_{i+1}$. The inverse square root is conjugated in the same way, so $\hat M_i\to U_i^\dagger\hat M_iU_{i+1}$. Neighbouring factors cancel and $W\to U_0^\dagger WU_0$. Its eigenvalues do not depend on the frame; random unitary mixing at every point changed the phases, divided by $2\pi$, by only $2\times10^{-16}$.

With $A_i=i\langle u|\partial_iu\rangle$, derivatives being taken in $\theta_i$, and spacing $h=2\pi/N_1$, a link is $1-ihA_1$ to first order. I write the eigenvalues of $W$ as $e^{-2\pi ix_n}$, so that for one band $2\pi x=\oint A_1d\theta_1$.

The discretization error follows from a symmetry. As a function of the midpoint and $h$, the link obeys $\hat M(-h)=\hat M(h)^\dagger=\hat M(h)^{-1}$, so its logarithm is odd in $h$. The exact transport over the same step has the same property and the same linear term. They differ by $O(h^3)$ per step, or $O(h^2)$ per loop. At $\kappa_2=0.2$, successive doublings from 240 to 960 points change the centres by $6.18\times10^{-6}$ and then $1.545\times10^{-6}$ cells, a ratio of 4.00.

These phases are positions. On a ring of $N_1$ cells with cell index $X$, the operator $e^{2\pi iX/N_1}$ shifts a Bloch state by one mesh step. Its matrix elements are

$$\langle\psi_{k_{i+1},m}|e^{2\pi iX/N_1}|\psi_{k_i,n}\rangle=(M_i^\dagger)_{mn}.$$

An eigenvector of the occupied projection, with components $v_i$ and eigenvalue $\mu$, satisfies $M_i^\dagger v_i=\mu v_{i+1}$. Going once round gives $(M_0\cdots M_{N_1-1})^\dagger v_0=\mu^{N_1}v_0$. The phase of $\mu$ is thus $2\pi(x_n+m)/N_1$ with integer $m$: a centre $x_n$ repeated in every cell. This uses the raw links, for which a 40-cell ring agrees to $2\times10^{-14}$ cells. Since $M_i^\dagger M_i=1+O(h^2)$, raw and unitary products differ by $O(h)$ at most and share their limit.

Positions inside the cell have been left out. Restoring them continuously moves the centres but keeps the gap and time reversal, so the parity derived next is unaffected.

## What time reversal protects

At $\kappa_2=0$ and $1/2$, time reversal maps the line to itself with $\kappa_1$ reversed. Let $\mathcal W$ be the loop operator in the occupied space at $\kappa_1=0$. Reversing the path inverts it, so $\Theta\mathcal W\Theta^{-1}=\mathcal W^{-1}$. If $\mathcal Wv=e^{-2\pi ix}v$, then

$$\mathcal W^{-1}\Theta v=\Theta\mathcal Wv=e^{2\pi ix}\Theta v\quad\Rightarrow\quad\mathcal W\Theta v=e^{-2\pi ix}\Theta v.$$

Antiunitarity gives $\langle v|\Theta v\rangle=\langle\Theta^2v|\Theta v\rangle=-\langle v|\Theta v\rangle=0$, so these are two distinct states. The centres form Kramers pairs at both ends.

For two bands, lift the centres to continuous real functions with $x_1(0)=x_2(0)$. At the other end $x_1(\tfrac12)=x_2(\tfrac12)+m$ with integer $m$. Now draw any continuous reference curve $c(\kappa_2)$ that avoids the centres at the ends. It crosses centre $n$ whenever $c-x_n$ passes an integer, so the crossing parity for that centre is the change of $\lfloor c-x_n\rfloor$. Summed over both centres, the start contributes an even number and the end contributes

$$\lfloor c-x_2-m\rfloor+\lfloor c-x_2\rfloor=2\lfloor c-x_2\rfloor-m.$$

The total parity is $m$ modulo 2, whatever the curve. If $m$ is odd, the partners at one end separate and join again only after one has gained an odd number of cells on the other.

This parity is the usual Z2 invariant, defined as the obstruction to a smooth time-reversal-compatible frame:

$$D=\frac1{2\pi}\left[\oint \mathrm{tr}A-\int\mathrm{tr}F\,d^2\theta\right]\bmod 2 .$$

The integrals run over the half zone and its boundary, where the frame obeys $u_{II}(-k)=\Theta u_I(k)$. If such a frame extended smoothly inside, Stokes' theorem would give $D=0$.

To evaluate the boundary term, transport an eigenvector $v$ of $\mathcal W$ along the line and multiply it by $e^{i\theta_1x}$ or its conjugate, whichever makes it periodic. Do the same with $\Theta v$. This pair satisfies the constraint and each member has Berry phase $2\pi x$ up to a multiple of $2\pi$. Both members have the same multiple, since time reversal gives $A_{II}(\theta_1)=A_I(-\theta_1)$. Each line therefore contributes $2x$ modulo 2 to $\frac1{2\pi}\oint\mathrm{tr}A$. The edges $\theta_1=0$ and $2\pi$ cancel because the frame is periodic in $\theta_1$, and the line $\kappa_2=\tfrac12$ is traversed in the direction opposite to $\kappa_2=0$, so the boundary term is $2x(0)-2x(\tfrac12)$ modulo 2.

Another permitted frame differs by $U(\theta_1)$ with $U(-\theta_1)=\sigma_yU^*(\theta_1)\sigma_y$. At $\theta_1=0$ and $\pi$ this gives $\det U=1$, and the phase of $\det U$ winds equally on the two halves of the line. Its total winding is even, so $D$ is unchanged.

The drift law derived below gives $-\frac1{2\pi}\int\mathrm{tr}F\,d^2\theta=\sum_n[x_n(\tfrac12)-x_n(0)]$. Collecting terms modulo 2,

$$D=2x_2(0)-2x_2(\tfrac12)+[2x_2(\tfrac12)+m-2x_2(0)]=m .$$

## A reference curve that stays out of the way

Matching centres from line to line is ambiguous when they approach each other. A reference curve in the largest empty part of the circle avoids this. On line $j$ let $g_j$ be the centre of the largest gap between neighbouring phases. Keep the curve at $g_j$ until line $j+1$, then jump to $g_{j+1}$, and count the phases of line $j+1$ passed by the jump. Either arc of the circle may be used: the two counts add up to $N$, which is even.

For $\lambda_v=0.2$ eV the count can be done by hand on six lines:

| $\kappa_2$ | centres (cells) | $g$ (cells) |
|---|---|---|
| 0.0 | 0.009, 0.009 | 0.509 |
| 0.1 | 0.026, 0.993 | 0.509 |
| 0.2 | 0.056, 0.966 | 0.511 |
| 0.3 | 0.125, 0.869 | 0.497 |
| 0.4 | 0.255, 0.581 | 0.918 |
| 0.5 | 0.410, 0.410 | 0.910 |

At $\kappa_2=0.4$ the larger gap runs from 0.581 through 1 to 1.255, with centre $(0.581+1.255)/2=0.918$. The jump from 0.497 to 0.918 passes the centre at 0.581. No other jump passes one, so the count is 1.

For $\lambda_v=0.8$ eV the pair starts at 0.024, opens to 0.132 and 0.226 at $\kappa_2=0.4$, and closes at 0.200. The gap centre moves from 0.524 to 0.700 and meets nothing, so the count is 0.

The same table shows the initial failure. With the two end lines alone, the curve jumps from 0.509 to 0.910 while both centres sit at 0.410. A degenerate pair is either passed as a whole or missed as a whole, so one interval can give only an even count. The upper centre has meanwhile descended from 1.009 to 0.410 and crossed the level 0.509 unseen.

In general the true parity is that of the crossings on the jumps plus those on the level stretches, and the algorithm counts the former. Since the true parity is 1, the zero counts with 2 and 3 intervals also mean that an odd number of level crossings was missed. More loop points on the same lines cannot repair this.

## How fast a centre can move

Let $V(\theta_1)$ be the ordered transport from 0 to $\theta_1$, with $\partial_1V=-iVA_1$ and $V(2\pi)=W$. Consider

$$G=(\partial_2V)V^{-1}+iVA_2V^{-1}.$$

Use $\partial_1V^{-1}=iA_1V^{-1}$. In the derivative of the first term, the two pieces containing $\partial_2V$ cancel, leaving $-iV(\partial_2A_1)V^{-1}$. The second term gives $iV(\partial_1A_2-i[A_1,A_2])V^{-1}$. Together,

$$\partial_1G=iVFV^{-1},\qquad F=\partial_1A_2-\partial_2A_1-i[A_1,A_2].$$

Integrate round the loop with a frame periodic in $\theta_1$, writing $A_2$ for its value at the base point:

$$(\partial_2W)W^{-1}=i\int_0^{2\pi}VFV^{-1}d\theta_1+i(A_2-WA_2W^{-1}).$$

Take the expectation value in an eigenvector $w_n$ of $W$. The last bracket vanishes. If $\lambda_n=e^{-2\pi ix_n}$, differentiating $Ww_n=\lambda_nw_n$ and projecting on $w_n$ gives $\langle w_n|\partial_2W|w_n\rangle=\partial_2\lambda_n$, so the left side is $-2\pi i\,\partial_2x_n$. Since $d/d\kappa_2=2\pi\partial_2$,

$$\frac{dx_n}{d\kappa_2}=-\int_0^{2\pi}\langle w_n|VFV^{-1}|w_n\rangle d\theta_1 .$$

Summing over $n$ gives the drift law $d(\sum_nx_n)/d\kappa_2=-\int\mathrm{tr}F\,d\theta_1$. As $V$ is unitary, each speed obeys

$$\left|\frac{dx_n}{d\kappa_2}\right|\le L(\kappa_2)=\int_0^{2\pi}\|F\|\,d\theta_1,$$

where $\|F\|$ is the largest absolute eigenvalue of $F$. Where centres touch, this holds for each smooth branch.

No smooth frame is needed to compute $F$. In $\partial_1A_2-\partial_2A_1=i(\langle\partial_1u|\partial_2u\rangle-\langle\partial_2u|\partial_1u\rangle)$, insert the occupied plus the empty projector. The occupied part equals $i[A_1,A_2]$ and cancels the commutator. For an empty state $c$, projecting the derivative of $(H-E_n)u_n=0$ gives

$$(B_i)_{cn}=\langle c|\partial_iu_n\rangle=\frac{\langle c|\partial_iH|n\rangle}{E_n-E_c},\qquad F=i(B_1^\dagger B_2-B_2^\dagger B_1).$$

The denominators join occupied to empty levels only, so touching occupied bands do no harm.

At $\kappa_2=0.3$ the curvature gives a drift of −1.113 cells per unit $\kappa_2$, as does a finite difference of the centres. The faster centre moves at 2.12, below the bound of 2.24. At $\kappa_2=0.4$ the two numbers are 2.13 and 2.16, so the bound can be close to the actual speed.

## From the speed to the number of lines

Among $N$ phases on a circle of length 1 the largest gap is at least $1/N$, so its centre is at least $1/(2N)$ from every phase. Let each computed phase lie within $\varepsilon$ of its true value. This error can enter at both lines of an interval. No level crossing is missed if

$$L_{\max}\Delta\kappa_2+2\varepsilon<\frac1{2N}.$$

For $n$ equal intervals, $\Delta\kappa_2=1/(2n)$. With $N=2$ and negligible $\varepsilon$, this requires $n>2L_{\max}$.

For $\lambda_v=0.2$ eV, $L_{\max}=3.57$, so 8 intervals suffice. The condition is sufficient, not necessary: 4 intervals already gave the right parity, but without this assurance. Taking $n=\lceil4L_{\max}\rceil=15$ leaves a factor of two in hand. The budget is then $3.572\times0.5/15=0.119$ cells against the limit of 0.25. The loop error, estimated as the change between 300 and 600 loop points, is $1.6\times10^{-5}$ cells and adds nothing visible.

One reservation remains. $L_{\max}$ is the largest value on 61 sampled lines, with the integral taken on 600 points, and $\varepsilon$ is an estimate. The criterion is a strong numerical check, not a proof. A curvature peak narrower than the sampling could escape it, so the sampling must resolve the region of smallest gap.

## Close to the transition

That region can be found here by hand. At the zone corner $\theta_1=-\theta_2=2\pi/3$, each of the three sine terms in $g$ contributes $\sqrt3/2$, so $g=3\sqrt3\lambda_{SO}\equiv S$. The three spin-independent hoppings cancel. For the Rashba part write $d_{jx}+id_{jy}=ie^{i\varphi_j}$ with $\varphi_j=0,2\pi/3,-2\pi/3$, which are also the Bloch phases in $e^{-i\varphi_j}$. The two spin-flip elements of $H_{AB}$ are

$$\downarrow\uparrow:\ \lambda_R\sum_jie^{i\varphi_j}e^{-i\varphi_j}=3i\lambda_R,\qquad \uparrow\downarrow:\ i\lambda_R\sum_je^{-2i\varphi_j}=0 .$$

With $R=3\lambda_R$, A↓ at $\lambda_v-S$ couples to B↑ at $-\lambda_v-S$, while A↑ and B↓ stay alone. The levels are

$$S\pm\lambda_v,\qquad -S\pm\sqrt{\lambda_v^2+R^2}.$$

The opposite corner has the same levels by time reversal. For $R<2S$ the corner gap is $|2S-\lambda_v-\sqrt{\lambda_v^2+R^2}|$. Setting it to zero and squaring gives $4S^2-4S\lambda_v=R^2$, or

$$\lambda_v^c=S-\frac{R^2}{4S}=0.5196-\frac{0.0900}{2.078}=0.476\ \text{eV}.$$

Rashba coupling lowers the critical staggered energy by 0.043 eV. The invariant confirms it: 0.03 eV below $\lambda_v^c$ it is 1, and 0.03 eV above, at 0.506 eV, it is 0, although without Rashba coupling the corner gap would not close until 0.520 eV. In both cases the smallest direct gap on the mesh, 0.055 and 0.056 eV, equals the corner gap.

The cost rises as the gap falls. For $\lambda_R=0$ each spin near a corner is a two-level system with mass $\mu$ and off-diagonal element $f$. Expanding the hopping gives $|f|=t|\delta\theta_1|$ on the line through the corner, and the map from $(\theta_1,\theta_2)$ to the plane of $f$ has Jacobian $J=\tfrac{\sqrt3}2t^2$. The curvature, half the solid angle swept by the pseudospin per unit area, is $|\mu|J/[2(\mu^2+|f|^2)^{3/2}]$. Hence

$$L\approx\frac{|\mu|J}2\int_{-\infty}^{\infty}\frac{dq}{(\mu^2+t^2q^2)^{3/2}}=\frac J{|\mu|t}=\frac{\sqrt3\,t}{E_g},\qquad E_g=2|\mu| .$$

In the four cases with Rashba coupling, $L_{\max}E_g$ is 1.71, 1.71, 1.70 and 1.72 eV in order of increasing $\lambda_v$, close to $\sqrt3\,t=1.73$ eV. These use the sampled maximum. The peak of $L$ lies slightly between the sampled lines, and locating it raises $L_{\max}$ by up to 0.3 % (from 2.800 to 2.808 at 0.8 eV, which makes the last product 1.73 eV) without changing any number of intervals. The derivation keeps only the region near the corner, so it gives the leading term for a small gap, and it does not cover Rashba mixing. The closeness, above all at the two larger gaps, is therefore an observation and not a measure of the formula's accuracy. On the line through the corner the product with Rashba coupling falls to 1.68 eV at 0.01 eV from the transition, while without Rashba coupling it is 1.96 eV at 0.3 eV below the transition and approaches 1.73 eV only as the gap closes. Near the transition $L_{\max}\approx31$, and the rule asks for 124 and 123 intervals instead of 15. At a closed gap the occupied space is undefined and the method ends.

## Two checks that do not count crossings

The first is $D$ itself, evaluated from flux through small plaquettes and link phases on the boundary, without any Wilson spectrum. It gives 1, 1, 0, 0 for the four values of $\lambda_v$ in increasing order, as the crossing count does.

The second is the limit $\lambda_R=0$, where spin is conserved and $x_\downarrow(\kappa_2)=x_\uparrow(-\kappa_2)$. The relative displacement over the half zone becomes

$$m=x_\uparrow(\tfrac12)-x_\uparrow(-\tfrac12)=-\frac1{2\pi}\int_{\rm zone}F_\uparrow d^2\theta=-C_\uparrow .$$

Curvature integration gives the spin-up Chern number $C_\uparrow=1$ for $\lambda_v=0.2$ eV and 0 for 0.8 eV, and the crossing parities are 1 and 0. With Rashba coupling $C_\uparrow$ loses this meaning. The Kramers pairs at the two ends remain, so the parity is still defined wherever there is a gap, and it keeps its value if the gap stays open while the coupling is switched on. The numerical output lists all the values.

## Calculated quantities

```
t = 1.00 eV, lambda_SO = 0.10 eV, lambda_R = 0.10 eV
lambda_v = 0.20 eV: occupied spin splitting at k=(0.13,0.29) = 0.2778 eV
lambda_v = 0.80 eV: occupied spin splitting at k=(0.13,0.29) = 0.2744 eV
largest centre change under random U(2) frames = 2.2e-16 cells
ring of 40 cells: largest centre mismatch = 1.7e-14 cells
k2=0.2, loop points 60 -> 120: centre change = 9.868e-05 cells
k2=0.2, loop points 120 -> 240: centre change = 2.470e-05 cells
k2=0.2, loop points 240 -> 480: centre change = 6.178e-06 cells
k2=0.2, loop points 480 -> 960: centre change = 1.545e-06 cells
ratio of the last two changes = 4.000
k2=0.1: drift curvature 0.0255, difference 0.0255; speed 0.2094, bound 0.3306 (cells per unit k2)
k2=0.2: drift curvature 0.0204, difference 0.0204; speed 0.4302, bound 0.5856 (cells per unit k2)
k2=0.3: drift curvature -1.1126, difference -1.1125; speed 2.1210, bound 2.2367 (cells per unit k2)
k2=0.4: drift curvature -0.5887, difference -0.5888; speed 2.1320, bound 2.1552 (cells per unit k2)
S = 0.5196 eV, R = 0.3000 eV, corner gap closes at lambda_v = 0.4763 eV
lambda_v = 0.2000 eV: smallest direct gap on mesh = 0.4787 eV
  speed bound = 3.572 cells per unit k2, line intervals = 15
  loop error = 1.60e-05 cells, budget = 0.1191 cells (limit 0.25)
  crossings = 1, Z2 Wilson = 1, Z2 flux = 1
lambda_v = 0.4463 eV: smallest direct gap on mesh = 0.0551 eV
  speed bound = 30.988 cells per unit k2, line intervals = 124
  loop error = 1.23e-04 cells, budget = 0.1252 cells (limit 0.25)
  crossings = 1, Z2 Wilson = 1, Z2 flux = 1
lambda_v = 0.5063 eV: smallest direct gap on mesh = 0.0556 eV
  speed bound = 30.511 cells per unit k2, line intervals = 123
  loop error = 1.38e-04 cells, budget = 0.1243 cells (limit 0.25)
  crossings = 0, Z2 Wilson = 0, Z2 flux = 0
lambda_v = 0.8000 eV: smallest direct gap on mesh = 0.6152 eV
  speed bound = 2.800 cells per unit k2, line intervals = 12
  loop error = 1.28e-05 cells, budget = 0.1167 cells (limit 0.25)
  crossings = 0, Z2 Wilson = 0, Z2 flux = 0
lambda_R = 0, lambda_v = 0.2 eV: spin-up Chern = 1.00000, Z2 Wilson = 1
lambda_R = 0, lambda_v = 0.8 eV: spin-up Chern = -0.00000, Z2 Wilson = 0
lambda_v = 0.2 eV: intervals needed by the bound > 7.14
  intervals = 1: crossings = 0, parity = 0
  intervals = 2: crossings = 0, parity = 0
  intervals = 3: crossings = 0, parity = 0
  intervals = 4: crossings = 1, parity = 1
  intervals = 8: crossings = 1, parity = 1
  intervals = 16: crossings = 1, parity = 1
  intervals = 32: crossings = 1, parity = 1
k2=0.0: centres (cells) lambda_v=0.2 eV: 0.0085 0.0085; 0.8 eV: 0.0244 0.0244
k2=0.1: centres (cells) lambda_v=0.2 eV: 0.0257 0.9925; 0.8 eV: 0.0181 0.0352
k2=0.2: centres (cells) lambda_v=0.2 eV: 0.0556 0.9658; 0.8 eV: 0.0178 0.0544
k2=0.3: centres (cells) lambda_v=0.2 eV: 0.1248 0.8693; 0.8 eV: 0.0550 0.0984
k2=0.4: centres (cells) lambda_v=0.2 eV: 0.2551 0.5809; 0.8 eV: 0.1323 0.2259
k2=0.5: centres (cells) lambda_v=0.2 eV: 0.4102 0.4102; 0.8 eV: 0.1996 0.1996
```
